# Why Sm and Nd Prefer Opposite Easy Directions in One Host

Put a trivalent samarium ion and a trivalent neodymium ion on the same uniaxial site of a magnetic host. To leading order, the energy of either ion depends on the angle \(\theta\) between its magnetic axis and the host axis as

\[
E(\theta)=\text{const}+K_1\sin^2\theta,\qquad
K_1=-3J\left(J-\tfrac12\right)\alpha_J\langle r^2\rangle A_{20}.
\]

The host enters through \(A_{20}\), the strength of its quadrupolar field. The ion enters through its angular momentum \(J\), the mean square radius \(\langle r^2\rangle\) of its 4f shell, and the Stevens factor \(\alpha_J\), whose sign says whether the 4f cloud is flattened or elongated along the magnetic axis. For Nd \(\alpha_J=-7/1089\), and the cloud is flattened. For Sm \(\alpha_J=+13/315\), and it is elongated. Everything else that depends on the ion is positive, so a common \(A_{20}\) gives the two ions opposite signs of \(K_1\).

A positive \(K_1\) favours the axis and a negative one favours the plane. Which ion gets the axis is decided by the host: Sm if \(A_{20}<0\), Nd if \(A_{20}>0\).

## The model and its regime

Hartree atomic units are used, with the electron charge equal to \(-1\). Four energies are assumed to be well separated: repulsion among the 4f electrons, spin–orbit coupling, exchange with the host, and the crystal field.

Repulsion among the 4f electrons is the largest. It selects the Hund term, with total orbital momentum \(L\) and total spin \(S\). Spin–orbit coupling comes next and selects \(J=L-S\), the ground value for a shell less than half full. Exchange with the host is weaker than spin–orbit coupling but stronger than the crystal field. At zero temperature it puts the ion in the state \(|J,M=J\rangle\), quantized along a direction \(\mathbf n\) set by exchange.

The crystal field then acts as a first-order perturbation. It does not reshape the ion; it gives an energy to each orientation of a cloud of fixed shape. Spin–orbit coupling is essential here. Exchange acts on the spin and the crystal field on the orbital charge, and without spin–orbit coupling the spin could turn while the charge stayed where it was.

The magnetic moment may point along \(\mathbf n\) or against it. The energy will depend on \(\cos^2\theta\), so this makes no difference to the easy direction.

## What the host supplies: \(A_{20}\)

Represent the host by charges \(q\) at distances \(R\) from the nucleus, outside the 4f shell. An electron at \(\mathbf r\) has potential energy

\[
U(\mathbf r)=-\sum\frac{q}{|\mathbf R-\mathbf r|}
=-\sum q\sum_{l}\frac{r^l}{R^{l+1}}P_l(\cos\gamma),
\]

where \(\gamma\) is the angle between \(\mathbf r\) and \(\mathbf R\), and the minus sign is the electron's charge. The \(l=0\) term is a constant. Odd \(l\) gives no energy, because every 4f orbital has the same parity and the 4f density is therefore even. The first term that can depend on orientation is \(l=2\).

Let \(\Theta\) be the polar angle of a host charge and \(\vartheta\) that of the electron. If the site has a threefold or higher rotation axis, the parts of \(P_2(\cos\gamma)\) that depend on azimuth cancel in the sum over charges. The addition theorem leaves \(P_2(\cos\Theta)P_2(\cos\vartheta)\). Since \(P_2(x)=(3x^2-1)/2\), the two factors of one half give

\[
U_2=A_{20}\,r^2(3\cos^2\vartheta-1),\qquad
A_{20}=-\frac14\sum\frac{q\,(3\cos^2\Theta-1)}{R^3}.
\]

In this convention \(A_{20}\) is an energy per length squared and already contains the electron charge. Positive charges on the axis have \(3\cos^2\Theta-1=2\) and make \(A_{20}\) negative: electrons are attracted towards the axis. Positive charges in the plane have \(3\cos^2\Theta-1=-1\) and make it positive.

## The shape of one f orbital

The matching property of the ion is the mean of \(3\cos^2\vartheta-1\). It vanishes for a sphere, is positive for a cloud elongated along the quantization axis, and is negative for a flattened one. For an orbital \(Y_{lm}\), use

\[
\cos\vartheta\,Y_{lm}=a_{l+1}Y_{l+1,m}+a_lY_{l-1,m},\qquad
a_l^2=\frac{l^2-m^2}{4l^2-1}.
\]

The squared norm of the right-hand side is \(\langle\cos^2\vartheta\rangle\). With \(l=3\),

\[
\langle\cos^2\vartheta\rangle=\frac{16-m^2}{63}+\frac{9-m^2}{35}
=\frac{23-2m^2}{45},
\]

and therefore

\[
q_m=\langle3\cos^2\vartheta-1\rangle=\frac{2(12-3m^2)}{45}.
\]

The values are \(0.533\) for \(m=0\), \(0.400\) for \(|m|=1\), zero for \(|m|=2\), and \(-0.667\) for \(|m|=3\). An electron with large \(|m|\) circulates near the equator, and its charge is flat.

## Hund filling and the change of sign

In the Hund state with \(M_L=L\), the \(n\leq7\) electrons have parallel spins and occupy \(m=3,2,1,\ldots\) in turn. Their total orbital momentum is

\[
L=\sum_{k=0}^{n-1}(3-k)=\frac{n(7-n)}2 .
\]

The total asphericity needs the sum of squares

\[
\sum_{k=0}^{n-1}(3-k)^2=9n-3n(n-1)+\frac{n(n-1)(2n-1)}6 .
\]

Inserting it in the sum of the \(q_m\) gives

\[
\begin{aligned}
Q_L&=\frac2{45}\left[12n-27n+9n(n-1)-\frac{n(n-1)(2n-1)}2\right]\\
&=\frac2{45}\cdot\frac n2\left(-2n^2+21n-49\right)
=\frac{n(2n-7)(7-n)}{45}.
\end{aligned}
\]

For \(1\leq n\leq6\) the sign is that of \(2n-7\). It changes at \(n=7/2\), a quarter of the whole 4f shell. Nd, with \(n=3\), lies on one side and Sm, with \(n=5\), on the other:

\[
Q_L(\mathrm{Nd})=-\frac4{15}=-0.267,\qquad
Q_L(\mathrm{Sm})=+\frac23=+0.667 .
\]

The reason can be seen without the algebra. Seven parallel-spin electrons fill every \(m\) once and form a sphere. Samarium has five, so its cloud is that sphere minus the orbitals \(m=-2\) and \(m=-3\). The first has no asphericity; the second is flat. Removing a flat orbital from a sphere leaves an elongated cloud. Neodymium fills \(m=3,2,1\), and the flat \(m=3\) orbital outweighs the elongated \(m=1\) orbital.

More generally, \(q_m\) depends on \(m^2\), so the \(7-n\) empty orbitals have the same asphericity as \(7-n\) filled ones. Hence \(Q_L(n)=-Q_L(7-n)\), which places the change of sign midway.

The operator \(\sum_i(3\cos^2\vartheta_i-1)\) is a component of a rank-2 tensor acting on orbital coordinates. By the Wigner–Eckart theorem, its matrix elements within one term are proportional to those of the rank-2 operator with the same symmetry built from \(\mathbf L\):

\[
\sum_i(3\cos^2\vartheta_i-1)\;\to\;\alpha_L\left[3L_z^2-L(L+1)\right].
\]

At \(M_L=L\) the bracket is \(3L^2-L^2-L=L(2L-1)\). Also \(n(7-n)=2L\), so \(Q_L=2L(2n-7)/45\), and

\[
\alpha_L=\frac{Q_L}{L(2L-1)}=\frac{2(2n-7)}{45(2L-1)} .
\]

## Spin–orbit coupling keeps the sign

The ion is in a state of definite \(J\), which mixes several values of \(M_L\). This mixing might in principle reverse the asphericity, so it has to be calculated. For \(J=L-S\), write

\[
|J,J\rangle=\sum_{k=0}^{2S}c_k\,|M_L=L-k\rangle\,|M_S=-S+k\rangle .
\]

Every term has \(M_L+M_S=L-S=J\). As \(M=J\) is the highest projection, \(J_+=L_++S_+\) must annihilate the state. The coefficient of \(|L-k+1\rangle|-S+k\rangle\) in the result is

\[
c_k\sqrt{k(2L-k+1)}+c_{k-1}\sqrt{k(2S-k+1)}=0 .
\]

The weights \(P_k=c_k^2\) therefore satisfy

\[
\frac{P_k}{P_{k-1}}=\frac{2S-k+1}{2L-k+1}
\quad\Rightarrow\quad
P_k\propto\binom{2S}{k}\bigg/\binom{2L}{k}\propto\binom{2L-k}{2J}.
\]

The last form follows on writing out the factorials, with \(2L-2S=2J\); factors independent of \(k\) are dropped.

Define \(x=L+M_L+1=2L-k+1\), which runs from \(2J+1\) to \(2L+1\). The weight is then \(\binom{x-1}{2J}\), and powers of \(x\) can be absorbed:

\[
\begin{aligned}
x\binom{x-1}{2J}&=(2J+1)\binom{x}{2J+1},\\
x(x+1)\binom{x-1}{2J}&=(2J+1)(2J+2)\binom{x+1}{2J+2}.
\end{aligned}
\]

The identity \(\sum_{j=c}^{b}\binom jc=\binom{b+1}{c+1}\) sums each expression. The three sums are \(\binom{2L+1}{2J+1}\) for the normalization, and \(\binom{2L+2}{2J+2}\) and \(\binom{2L+3}{2J+3}\) for the moments. Their ratios give

\[
\langle x\rangle=\frac{(2J+1)(L+1)}{J+1},\qquad
\langle x(x+1)\rangle=\frac{2(2J+1)(L+1)(2L+3)}{2J+3}.
\]

Now substitute \(M_L=x-(L+1)\) and replace \(x^2\) by \(x(x+1)-x\):

\[
3M_L^2-L(L+1)=3x(x+1)-3(2L+3)x+(L+1)(2L+3).
\]

On averaging, \((L+1)(2L+3)\) is a common factor:

\[
\begin{aligned}
\langle3L_z^2-L(L+1)\rangle
&=(L+1)(2L+3)\left[\frac{6(2J+1)}{2J+3}-\frac{3(2J+1)}{J+1}+1\right]\\
&=\frac{J(2J-1)(L+1)(2L+3)}{(J+1)(2J+3)} .
\end{aligned}
\]

Over the common denominator, the numerator of the bracket is \((12J^2+18J+6)-(12J^2+24J+9)+(2J^2+5J+3)=2J^2-J\), which gives the second line.

The Wigner–Eckart theorem applies again, now within the \(J\) multiplet:

\[
\sum_i(3\cos^2\vartheta_i-1)\;\to\;\alpha_J\left[3J_z^2-J(J+1)\right].
\]

In \(|J,J\rangle\) the right-hand bracket is \(J(2J-1)\). Comparison with the average just found gives

\[
\alpha_J=\alpha_L\,\frac{(L+1)(2L+3)}{(J+1)(2J+3)} .
\]

The factor multiplying \(\alpha_L\) is positive. Spin–orbit coupling ties the charge to the moment and changes the size of its asphericity, but leaves the sign set by orbital filling. The exception is \(n=6\), where \(J=0\) and the asphericity vanishes.

For Nd, \(L=6\), \(S=3/2\) and \(J=9/2\). For Sm, \(L=5\) and \(S=J=5/2\). Thus

\[
\alpha_J(\mathrm{Nd})=-\frac2{495}\cdot\frac{7\cdot15}{(11/2)\cdot12}=-\frac7{1089},
\]

\[
\alpha_J(\mathrm{Sm})=\frac2{135}\cdot\frac{6\cdot13}{(7/2)\cdot8}=\frac{13}{315}.
\]

The asphericity of the state \(|J,J\rangle\) is \(Q_J=\alpha_JJ(2J-1)\):

\[
Q_J(\mathrm{Nd})=36\left(-\frac7{1089}\right)=-0.2314,\qquad
Q_J(\mathrm{Sm})=10\cdot\frac{13}{315}=+0.4127 .
\]

The distortions are modest. The mean \(\cos^2\vartheta\) per 4f electron is \(0.308\) in Nd and \(0.361\) in Sm, against \(1/3\) for a sphere.

## Turning the cloud in the host

Let \(\mathbf n\) make an angle \(\theta\) with the host axis \(z\). Then \(J_z=\cos\theta\,J_n-\sin\theta\,J_t\), where \(t\) is a direction perpendicular to \(\mathbf n\). In the state with \(J_n=J\), \(\langle J_n^2\rangle=J^2\). The two perpendicular components share the remainder equally, so \(\langle J_t^2\rangle=[J(J+1)-J^2]/2=J/2\). The cross terms vanish because \(J_t\) changes \(J_n\) by one unit. Hence

\[
\begin{aligned}
\langle3J_z^2-J(J+1)\rangle
&=3J^2\cos^2\theta+\tfrac32J\sin^2\theta-J(J+1)\\
&=J(2J-1)\,\frac{3\cos^2\theta-1}{2}.
\end{aligned}
\]

Multiplying by \(\alpha_J\), by \(A_{20}\), and by \(\langle r^2\rangle\), which is common to all 4f electrons, gives

\[
E(\theta)=A_{20}\langle r^2\rangle Q_J\left(1-\tfrac32\sin^2\theta\right).
\]

The coefficient of \(\sin^2\theta\) is

\[
K_1=-\tfrac32A_{20}\langle r^2\rangle Q_J
=-3J\left(J-\tfrac12\right)\alpha_J\langle r^2\rangle A_{20},
\]

which is the opening result. The minus sign comes from turning \(\cos^2\theta\) into \(\sin^2\theta\).

The formula has a direct picture. If \(A_{20}<0\), electrons have lower energy near the axis. The Sm cloud is long in the direction of its moment, so it lays that direction along the axis. The Nd cloud is short in the direction of its moment. To bring charge near the axis it must turn its moment into the plane. Both ions obey the same electrostatic preference; they differ in how the moment is attached to the charge.

## A host with two charges

Take charges of \(+0.1\,e\) at \(R=6\) bohr above and below the ion. Then

\[
A_{20}=-\frac14\cdot\frac{2(0.1)(2)}{6^3}=-4.63\times10^{-4}\ \text{hartree/bohr}^2 .
\]

Give both ions the same round value \(\langle r^2\rangle=1\) bohr\(^2\), so that their contrast is purely angular. These are model parameters and do not describe a particular compound. The anisotropy constants per ion are

\[
K_1(\mathrm{Nd})=-\tfrac32(-4.63\times10^{-4})(-0.2314)
=-1.61\times10^{-4}\ \text{hartree}=-4.37\ \text{meV},
\]

\[
K_1(\mathrm{Sm})=-\tfrac32(-4.63\times10^{-4})(0.4127)
=+2.87\times10^{-4}\ \text{hartree}=+7.80\ \text{meV}.
\]

Sm is easy-axis and Nd easy-plane. The ratio of the constants, \(-1.78\), is the ratio of the \(Q_J\). Real ions differ somewhat in \(\langle r^2\rangle\), which alters the ratio but, being positive, cannot alter the signs.

Now replace the two charges by six equal ones on a ring in the plane, at the same distance. Each has \(3\cos^2\Theta-1=-1\), so \(A_{20}=+6.94\times10^{-4}\) hartree/bohr\(^2\). Direct integration of the Coulomb energy, scanned in steps of \(10^\circ\), puts the Sm minimum at \(90^\circ\) and the Nd minimum at \(0^\circ\). Both easy directions have reversed, though neither ion has changed.

## How far the leading order can be trusted

Point charges also produce fields of rank 4 and 6. Integrating the Coulomb energy of the rotated 4f cloud in the full two-charge potential includes them. Their size depends on the radial shape of the shell, not only on \(\langle r^2\rangle\); the model uses the radial distribution \(r^8e^{-2\zeta r}\) with \(\zeta=4.74\) bohr\(^{-1}\), which has \(\langle r^2\rangle=1\) bohr\(^2\) and \(\langle r^4\rangle=1.47\) bohr\(^4\). The difference \(E(90^\circ)-E(0^\circ)\) becomes \(-1.62\times10^{-4}\) hartree for Nd and \(+2.87\times10^{-4}\) hartree for Sm. Relative to \(K_1\), the changes are about 0.9% and 0.2%.

The coefficient of \(\sin^2\theta\) is more sensitive: it grows in magnitude by about 7% for Nd and 1% for Sm. The rank-4 angular function shows why:

\[
P_4(\cos\theta)=1-5\sin^2\theta+\tfrac{35}8\sin^4\theta .
\]

Its \(\sin^2\theta\) coefficient is \(-5\), while its total change from axis to plane is only \(-5/8\). A small rank-4 energy therefore shows up eight times more strongly in the coefficient than in the difference; \(P_6\) has the same ratio of eight. These percentages belong to the compact model function. A self-consistent 4f shell has a longer tail, with \(\langle r^4\rangle/\langle r^2\rangle^2\approx2.4\) and \(\langle r^6\rangle/\langle r^2\rangle^3\approx12\) against 1.47 and 2.97 here, and in the same host it raises the changes in the coefficient to about 13% for Nd and 2% for Sm.

At fixed \(A_{20}\), the rank-4 field falls as \(1/R^2\). Moving the charges ten times farther away, and making them a thousand times larger so that \(A_{20}\) is unchanged, reduces the departure from \(K_1\) by a factor of 100.0 for Sm. A state with \(J=5/2\) has no rank-6 moment, since the rank cannot exceed \(2J\). For Nd the factor is 107.6. Its rank-6 part falls as \(1/R^4\) and has nearly vanished at the larger distance, so the excess over 100 means that this part was about 8% of the rank-4 part at 6 bohr. In a host where \(A_{20}\) happens to be small, the higher ranks can decide the easy direction, and the sign of \(\alpha_J\) is then not enough. Distant point charges are only a model of a metallic host, whose higher-rank fields can be much stronger: Nd\(_2\)Fe\(_{14}\)B has a sizeable positive \(A_{20}\), yet at low temperature its moment lies on a cone around the axis rather than along it.

The second limitation is mixing of different \(J\). The numerical check diagonalizes the whole \(LS\) term with spin–orbit coupling, exchange on the spin, and the rank-2 field. The first two terms are \(\lambda\,\mathbf L\cdot\mathbf S\) and \(h\,\mathbf S\cdot\mathbf n\), with spin–orbit constant \(\lambda\) and exchange constant \(h\). With \(\lambda=1000\) hartree and \(h=1\) hartree, so that spin–orbit coupling far exceeds exchange and exchange far exceeds the crystal field, it reproduces \(K_1\sin^2\theta\) to within 1% at \(30^\circ\), \(60^\circ\) and \(90^\circ\). With a spin–orbit constant of \(0.002\) hartree and an exchange constant of \(0.001\) hartree, \(E(90^\circ)-E(0^\circ)\) is \(-1.66\times10^{-4}\) hartree for Nd and \(+3.27\times10^{-4}\) hartree for Sm. These exceed \(K_1\) in magnitude by 3% and 14%. The constants are model values. The spin–orbit constant of real Sm\(^{3+}\) is nearer \(0.0014\) hartree, and with exchange constants of \(0.001\) to \(0.0015\) hartree the excess for Sm is then 19% to 27%.

A likely reason for the increase is that exchange pulls the ion towards a state of fully aligned spin and \(M_L=L\), whose asphericity is \(Q_L\). For Sm that means a path from \(0.413\) towards \(0.667\); for Nd, from \(-0.231\) towards \(-0.267\). Taking the crystal field to first order in the \(J\)-mixed ground state isolates this effect: it gives \(+2.5\%\) for Nd and \(+16\%\) for Sm, and higher orders in the crystal field add \(+0.7\%\) and \(-1.9\%\). The signs survive in either case.

Temperature also matters. Once states with \(M<J\) are occupied, \(Q_J\) must be replaced by the thermal average of \(\alpha_J[3M^2-J(J+1)]\). The sum of this bracket over all \(M\) is zero, so the first-order anisotropy fades as the levels of the multiplet become equally populated.

Finally, \(K_1\) is the contribution of the rare-earth ion alone. A magnetic host adds its own anisotropy, which may oppose it, and the easy direction of the whole crystal follows from the sum. What the sign of \(\alpha_J\) settles, when the rank-2 field dominates, is that Sm and Nd pull that sum in opposite directions.

## Computed values

```
host: two charges of +0.1 e on the axis at 6.0 bohr
A20 of this host = -4.6296e-04 hartree/bohr^2
A20 of six such charges in the plane = 6.9444e-04 hartree/bohr^2
4f <r^2> = 1.0 bohr^2, <r^4> = 1.4667 bohr^4, zeta = 4.7434 1/bohr
one f electron, |m|=0: <3cos^2-1> = +0.5333
one f electron, |m|=1: <3cos^2-1> = +0.4000
one f electron, |m|=2: <3cos^2-1> = -0.0000
one f electron, |m|=3: <3cos^2-1> = -0.6667
4f^1: Q_L = -0.6667, alpha_J = -0.057143
4f^2: Q_L = -0.6667, alpha_J = -0.021010
4f^3: Q_L = -0.2667, alpha_J = -0.006428
4f^4: Q_L = +0.2667, alpha_J = +0.007713
4f^5: Q_L = +0.6667, alpha_J = +0.041270
4f^6: Q_L = +0.6667
4f^7: Q_L = +0.0000
Nd: n = 3, L = 6, S = 3/2, J = 9/2
Nd: weights of ML = L, L-1, ...: 0.7692 0.1923 0.0350 0.0035
Nd: alpha_L = -2/495, alpha_J = -7/1089
Nd: Q_J from determinants = -0.23140
Nd: mean cos^2 per 4f electron = 0.3076 (sphere 0.3333)
Nd: K1 formula = -1.6070e-04 hartree = -4.373 meV per ion
Nd: E(90)-E(0), Coulomb integration = -1.6209e-04 hartree
Nd: sin^2 coefficient with ranks 4 and 6 = -1.7187e-04 hartree
Nd: E(90)-E(0), charges 10x farther, same A20 = -1.60711e-04 hartree
Nd: departure from K1 shrinks by a factor 107.6
Nd: easy angle, axial host = 90 deg, ring host = 0 deg
Nd: E(90)-E(0) with J mixing = -1.6586e-04 hartree
Sm: n = 5, L = 5, S = 5/2, J = 5/2
Sm: weights of ML = L, L-1, ...: 0.5455 0.2727 0.1212 0.0455 0.0130 0.0022
Sm: alpha_L = 2/135, alpha_J = 13/315
Sm: Q_J from determinants = +0.41270
Sm: mean cos^2 per 4f electron = 0.3608 (sphere 0.3333)
Sm: K1 formula = +2.8660e-04 hartree = +7.799 meV per ion
Sm: E(90)-E(0), Coulomb integration = +2.8704e-04 hartree
Sm: sin^2 coefficient with ranks 4 and 6 = +2.9013e-04 hartree
Sm: E(90)-E(0), charges 10x farther, same A20 = +2.86601e-04 hartree
Sm: departure from K1 shrinks by a factor 100.0
Sm: easy angle, axial host = 0 deg, ring host = 90 deg
Sm: E(90)-E(0) with J mixing = +3.2706e-04 hartree
J-mixing model: spin-orbit 0.002 hartree, exchange 0.001 hartree
K1(Sm)/K1(Nd) = -1.7834
```
